# Full-depletion threshold of a long junctionless double-gate film

A silicon film 10 nm thick, doped with $10^{19}$ donors per cm³ and held between two p-type polysilicon gates behind 2 nm of oxide, has a calculated threshold voltage of 0.441 V. Let the film be 14.7 nm thick, with everything else unchanged, and the calculated threshold is practically zero. Less than five nanometres of silicon separate a transistor that is off at zero gate voltage from one that is not. The reason is that this transistor has no junction to block the current. It turns off when the gates have driven the electrons out of the whole film, and the voltage needed for this grows faster than in proportion to thickness.

## The film and its reference potential

The film occupies $-t/2<x<t/2$ and has a uniform donor density $N$. Two identical gates, tied together at voltage $V_G$, face it through insulators of thickness $t_i$ and permittivity $\varepsilon_i$, each with capacitance per area $C=\varepsilon_i/t_i$. The film is wide and long, so the potential depends on $x$ alone. Source and drain are both close to ground, and no current flows across the film, so the electron Fermi level is constant across it and equal to that of the source.

All donors are taken as ionized, holes are neglected, and the electrons obey Boltzmann statistics. The potential $\phi$ is set to zero where the electron density $n$ equals $N$. Then

$$n=N e^{\phi/V_T},\qquad V_T=\frac{kT}{q},\tag{1}$$

$$\frac{d^2\phi}{dx^2}=-\frac{q}{\varepsilon_s}(N-n),\tag{2}$$

where $q$ is the positive elementary charge and $\varepsilon_s$ is the permittivity of the film. The two gates are alike, so $\phi$ is even in $x$ and $\phi'(0)=0$.

At the flat-band voltage $V_{FB}$ the film is neutral everywhere and $\phi=0$. A fixed charge at the insulator interfaces changes the insulator field by a constant amount, whatever the state of the film. It therefore shifts every gate voltage equally and is included in $V_{FB}$.

## Full depletion

Suppose that the gates have removed practically all the electrons. With $n=0$, equation (2) has a constant right-hand side. One integration, with $\phi'(0)=0$, gives

$$\phi'(x)=-\frac{qN}{\varepsilon_s}x,\tag{3}$$

and a second, with $\phi_0=\phi(0)$, gives

$$\phi(x)=\phi_0-\frac{qN}{2\varepsilon_s}x^2.\tag{4}$$

The surface potential is the value at $x=t/2$:

$$\phi_s=\phi_0-\frac{qN}{2\varepsilon_s}\frac{t^2}{4}=\phi_0-\frac{qNt^2}{8\varepsilon_s}.\tag{5}$$

The centre is the point of highest potential, hence of lowest electron energy. The last electrons to leave are there, away from both surfaces.

Next comes the insulator. By (3) the electric field at the right-hand surface is $-\phi'(t/2)=qNt/(2\varepsilon_s)$, directed outward from the positive donors to the gate. Multiplied by $\varepsilon_s$ it gives the displacement $qNt/2$, which is the donor charge of half the film: each gate terminates the field lines from its own half. The potential falls along the field, so from surface to gate it falls by $qNt/(2C)$ relative to flat band:

$$V_G-V_{FB}=\phi_s-\frac{qNt}{2C}.\tag{6}$$

Substituting (5) into (6) and solving for the centre potential gives

$$\phi_0=V_G-V_{FB}+\frac{qNt^2}{8\varepsilon_s}+\frac{qNt}{2C}.\tag{7}$$

In the depletion approximation, a region is either neutral, with $\phi=0$, or empty of electrons. Threshold is the gate voltage at which the neutral core has just shrunk to the mid-plane, so that $\phi_0=0$. Equation (7) then yields

$$\boxed{V_{th}=V_{FB}-\frac{qNt^2}{8\varepsilon_s}-\frac{qNt}{2C}}\tag{8}$$

and (7) itself becomes

$$\phi_0=V_G-V_{th}.\tag{9}$$

The different powers of $t$ have a simple origin. The charge imaged by one gate is proportional to $t$. In the insulator this charge acts across a fixed distance, which gives the linear term. In the film it acts across a distance that itself grows with $t$, which gives the quadratic term. Their ratio, film to insulator, is $Ct/(4\varepsilon_s)$, so the film term dominates when $t\gg4\varepsilon_s/C$. For the silicon example this thickness is 24 nm, and at $10^{19}$ donors per cm³ the equilibrium hole density at the surface reaches $N$ at threshold near that same thickness. Holes then stop the depletion and (8) fails, so for this doping and oxide the film term does not come to dominate while (8) holds.

A film with one gate follows from the same calculation. Because $\phi'(0)=0$, the right half of the double-gate film does not notice if the left half is replaced by a face that carries no field. For a single-gate film of thickness $s$ with such a far face, put $t=2s$ in (8):

$$V_{th}^{(1)}=V_{FB}-\frac{qNs^2}{2\varepsilon_s}-\frac{qNs}{C}.\tag{10}$$

At equal thickness the film term is four times as large as with two gates, and the insulator term twice as large.

## Numbers for a silicon film

The Fermi level of the heavily doped p-type gate is placed at its valence-band edge. That of the film lies $kT\ln(N_c/N)$ below the conduction-band edge, where $N_c$ is the effective density of states. With no interface charge, the difference between the two is

$$qV_{FB}=E_g-kT\ln\frac{N_c}{N}.\tag{11}$$

At 300 K, $V_T=25.85$ mV. A rough empirical formula for silicon gives $E_g=1.125$ eV, and the effective masses of its six conduction valleys give $N_c=2.74\times10^{19}$ cm⁻³. The logarithmic term is 0.026 eV, and $V_{FB}=1.098$ V when the unrounded gap is used.

The relative permittivities are 11.7 for silicon and 3.9 for the oxide, so $C=1.727$ µF/cm². With lengths in centimetres,

$$\frac{qNt^2}{8\varepsilon_s}=\frac{(1.602\times10^{-19})(10^{19})(10^{-6})^2}{8(11.7)(8.854\times10^{-14})}\ \text{V}=0.193\ \text{V},$$

$$\frac{qNt}{2C}=\frac{(1.602\times10^{-19})(10^{19})(10^{-6})}{2(1.727\times10^{-6})}\ \text{V}=0.464\ \text{V}.$$

Hence $V_{th}=1.098-0.193-0.464=0.441$ V. The insulator accounts for the larger part of the shift, even though it is five times thinner than the film.

## What the electrons change

Equation (8) rests on a sharp boundary between neutral and empty silicon, which (1) does not provide. To see what the threshold means without that boundary, keep $n$ in (2). The first integration gives

$$\phi'(x)=-\frac{q}{\varepsilon_s}\left[Nx-\int_0^x n(x')\,dx'\right].$$

The second, from $0$ to $t/2$, produces a double integral of $n$. In it, the electrons at $x'$ contribute for every $x$ between $x'$ and $t/2$, a range of length $t/2-x'$. Therefore

$$\phi_s=\phi_0-\frac{qNt^2}{8\varepsilon_s}+\frac{q}{\varepsilon_s}\int_0^{t/2}\left(\frac t2-x\right)n\,dx.\tag{12}$$

Let $n_s$ be the number of electrons per area in the whole film. The net charge of half the film is $q(Nt-n_s)/2$, which replaces $qNt/2$ in (6):

$$V_G-V_{FB}=\phi_s-\frac{q(Nt-n_s)}{2C}.\tag{13}$$

Inserting (12) and collecting the donor terms into $V_{th}$ gives

$$V_G-V_{th}=\phi_0+\frac{qn_s}{2C}+\frac{q}{\varepsilon_s}\int_0^{t/2}\left(\frac t2-x\right)n\,dx.\tag{14}$$

No depletion approximation has been made here. Both electron terms are positive, so at $V_G=V_{th}$ the centre potential is already negative. A numerical solution of (1) and (2), by finite volumes and Newton iteration, gives $\phi_0=-45.7$ mV at this gate voltage for the example. The electron terms are 27.7 mV for the insulator and 18.0 mV for the film, and the three add to zero as (14) requires. The centre density is $e^{-45.7/25.85}N=0.171N$, and the film retains 6.0% of the electrons it holds at flat band. Threshold thus lies within a gradual transition.

Below threshold the electron terms can be bounded. For $V_G<V_{FB}$ the centre potential is negative. Were it zero, the solution of (2) would be $\phi=0$ throughout, which is flat band. Were it positive, $\phi$ would rise toward the surfaces and the gate would have to lie above $V_{FB}$. With $\phi_0<0$, (2) makes $\phi$ curve downward from the centre, so $n(x)\le n(0)=Ne^{\phi_0/V_T}$. Equation (14) also shows that $\phi_0\le V_G-V_{th}$. Replacing $n$ by $Ne^{(V_G-V_{th})/V_T}$ in both electron terms can therefore only enlarge them, and it turns them into the two donor terms of (8) times that exponential:

$$0\le (V_G-V_{th})-\phi_0\le (V_{FB}-V_{th})\,e^{(V_G-V_{th})/V_T}.\tag{15}$$

In the example, 0.3 V below threshold, the right-hand side is $0.657\ \text{V}\times e^{-11.6}$, about 6 µV. Equation (9) is then an excellent approximation, and $V_{th}$ acquires a meaning free of sharp edges: it is the gate voltage at which the centre density, extrapolated along its subthreshold exponential, would reach $N$.

## Below threshold: density and swing

With (4) and (9) in (1), the density far below threshold is a Gaussian about the mid-plane:

$$n(x)=N e^{(V_G-V_{th})/V_T}e^{-x^2/(2L_D^2)},\qquad L_D^2=\frac{\varepsilon_sV_T}{qN}.\tag{16}$$

Integration across the film gives

$$n_s=\sqrt{2\pi}\,NL_D\,\operatorname{erf}\!\left(\frac{t}{2\sqrt2\,L_D}\right)e^{(V_G-V_{th})/V_T}.\tag{17}$$

Here $L_D=1.29$ nm, so the argument of the error function is 2.7 and the function is nearly 1. The remaining electrons occupy a thin central sheet and scarcely reach the surfaces. At $V_G-V_{th}=-0.3$ V the result is $n_s=2.96\times10^7$ cm⁻². In the opposite limit, $t\ll L_D$, the error function becomes $t/(\sqrt{2\pi}L_D)$ and $n_s=Nte^{(V_G-V_{th})/V_T}$: the electrons fill the film evenly.

A threshold read off at a chosen small current corresponds to a chosen $n_s$, and by (17) it differs from $V_{th}$ by $V_T$ times a logarithm. A measured value can be compared with (8) once that difference is allowed for.

A tenfold change of $n_s$ takes a gate-voltage change of $V_T\ln10=59.5$ mV. This is the ideal swing for classical electrons at 300 K. The film attains it because its charge is fixed once it is depleted: a change in gate voltage cannot alter the field, so it moves the potential of the whole film rigidly. This requires the interface charge to be fixed too; interface traps that fill and empty with the potential make the swing of a real device larger. From $V_{th}$ down to $V_G=0$ the exponential in (17) falls by $441/59.5=7.4$ decades. The true $n_s$ falls by less, 6.7 decades in a numerical solution of (1) and (2), because at $V_{th}$ it already lies below that exponential.

## Above threshold: the neutral core

Between $V_{th}$ and $V_{FB}$ the depletion approximation leaves a neutral core between two empty layers of width $w$. The core has $\phi=0$. Each layer holds the charge $qNw$, and repeating (3) to (6) with the layer in place of the half film gives

$$V_{FB}-V_G=\frac{qNw^2}{2\varepsilon_s}+\frac{qNw}{C}.\tag{18}$$

Setting $w=t/2$ recovers (8) from the conducting side. For other voltages, multiply by $2\varepsilon_s/(qN)$ and take the positive root of the quadratic:

$$w=-\frac{\varepsilon_s}{C}+\sqrt{\left(\frac{\varepsilon_s}{C}\right)^2+\frac{2\varepsilon_s(V_{FB}-V_G)}{qN}},\qquad n_s=N(t-2w).\tag{19}$$

At 0.4 V above threshold, $V_{FB}-V_G=0.257$ V and $w=2.32$ nm, so 53.5% of the film conducts. The numerical solution of (1) and (2) gives $n_s/(Nt)=0.572$, an excess of 0.037. The soft edge explains it. Multiply (2) by $\phi'$ and integrate from a neutral core to the surface:

$$\frac{\phi_s'^2}{2}=\frac{qN}{\varepsilon_s}\left[-\phi_s-V_T\left(1-e^{\phi_s/V_T}\right)\right].\tag{20}$$

If $w$ now denotes the net charge of a layer divided by $qN$, then $\phi_s'=-qNw/\varepsilon_s$ and

$$-\phi_s=\frac{qNw^2}{2\varepsilon_s}+V_T\left(1-e^{\phi_s/V_T}\right).\tag{21}$$

Up to $V_T$ of the gate voltage is spent without removing charge. By the derivative of (18), $w$ is then smaller by roughly $V_T/[qN(w/\varepsilon_s+1/C)]=0.20$ nm. For two layers in a 10 nm film this is a fraction of 0.04, close to the excess found. When $V_T$ alone is reduced tenfold in the numerical solution, $n_s/(Nt)$ becomes 0.539, and the excess over (19) falls to about a tenth. The sharp edge is the limit $V_T\to0$.

## Sensitivity to thickness

At fixed $N$, $C$ and $V_{FB}$, differentiating (8) gives

$$\frac{dV_{th}}{dt}=-\frac{qNt}{4\varepsilon_s}-\frac{qN}{2C}.\tag{22}$$

For the example this is $-38.7-46.4=-85.1$ mV/nm. The first part grows with thickness and the second does not. To find where the threshold vanishes, set $V_{th}=0$ in (8) and multiply by $8\varepsilon_s/(qN)$:

$$t^2+\frac{4\varepsilon_s}{C}t-\frac{8\varepsilon_sV_{FB}}{qN}=0,$$

$$t_{max}=-\frac{2\varepsilon_s}{C}+\sqrt{\left(\frac{2\varepsilon_s}{C}\right)^2+\frac{8\varepsilon_sV_{FB}}{qN}}.\tag{23}$$

Since $\varepsilon_s/C=(11.7/3.9)\times2$ nm $=6$ nm, the numbers are $-12+\sqrt{144+568}$, which gives the 14.7 nm quoted at the start. A useful off state at $V_G=0$ needs a film thinner than this, by enough to provide the required number of decades.

## Where the model fails

**Holes.** A sufficiently negative surface collects holes, which screen the gate and stop the depletion. Equation (8) requires their density to stay far below $N$. At $V_G=0$ the surface potential is $-0.441-0.193=-0.634$ V. The equilibrium product $np=N_cN_ve^{-E_g/kT}$, with the valence-band density of states $N_v$ estimated from a hole mass equal to the free-electron mass, then gives $4\times10^{11}$ holes per cm³ at the surface. This is negligible beside $10^{19}$.

**Length.** Near source and drain the potential departs from (4) by an amount $\psi$ that obeys Laplace's equation in the depleted film. Its slowest symmetric form is $\psi\propto\cos(kx)\,e^{-ky}$, with $y$ the distance from the contact. If the insulator is treated as a plain capacitor, $-\varepsilon_s\psi'=C\psi$ at the surface, so

$$\varepsilon_sk\tan\frac{kt}{2}=C.\tag{24}$$

The smallest root gives a decay length $1/k=6.22$ nm. Solving Laplace's equation in the insulator as well lengthens it to 6.3 nm and raises the factor below to about $4\times10^{-4}$. At the middle of a 100 nm channel, the contribution from one end has fallen by a factor $e^{-50/6.22}=3\times10^{-4}$. A channel only a few decay lengths long is outside the theory.

**A real fin.** The parameters are rough typical values for silicon junctionless fins with polysilicon gates. Temperature and several effects left out above bear on the flat-band voltage or the threshold of such a device:

- Heavy doping narrows the band gap. If a rough 100 meV of narrowing entered (11) in full, $V_{th}$ would fall by 100 mV.
- At 400 K, with the gate's Fermi level still placed at its valence-band edge, the smaller gap and the deeper Fermi level of the film lower $V_{FB}$, and with it $V_{th}$, by 51 mV; with the degenerate gate of the last item below, the figure is about 58 mV. The other two terms of (8) do not depend on temperature while all donors are ionized.
- A fin 20 nm high and 100 nm long contains 200 donors on average. If their number fluctuates as $\sqrt{200}$ and the change is spread evenly, the doping terms, 0.657 V in total, vary by $0.657/\sqrt{200}$ V, or 46 mV, from fin to fin.
- The gate charge is negative and consists of exposed acceptors. At a rough gate doping of $10^{20}$ cm⁻³ they fill a layer $Nt/(2N_g)=0.5$ nm deep, where $N_g$ is that doping. With a sharp edge, the potential drop across it would lower $V_{th}$ by 19 mV. The edge is not sharp on so small a scale: the last term of (21), applied to the holes of the gate, raises the figure to about 40 mV, and Fermi statistics raise it to about 50 mV.
- Confinement raises the electron energies. Finite-difference Schrödinger levels in the potential (4) between hard walls, for both valley orientations, raise the gate voltage needed for a given subthreshold $n_s$ by 8 mV.
- Fermi statistics in the film raise $V_{FB}$ by 3 mV but leave the extrapolated threshold unaffected, because the few electrons in a depleted film are classical. In the gate they matter more. At the gate doping above, and with the hole mass used earlier, the gate's Fermi level lies about 70 meV below its valence-band edge, which raises both $V_{FB}$ and $V_{th}$ by about 70 mV.

The oxide field at full depletion is 2.3 MV/cm, against a rough breakdown field of 10 MV/cm. For a square barrier of 3.1 eV and a tunnelling mass of 0.4 electron masses, both rough, the oxide attenuates tunnelling electrons by about $10^{-10}$; this is a factor, not a leakage current. A fin only twice as high as it is thick is also not truly planar, and a gate over its top would help to deplete it and raise the threshold by an amount not calculated here.

As a prediction for a particular device, 0.441 V is therefore uncertain by roughly 0.1 V, chiefly through $V_{FB}$, and an error of one nanometre in thickness matters almost as much.
